# One-Loop Ward-Takahashi Identity, Z1 = Z2, and F1(0) = 1, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The identity and what it fixes

### 1.1 The physical question

A charged lepton in a weak, nearly uniform electrostatic potential responds through its charge. Quantum electrodynamics adds a correction: the lepton can emit a virtual photon, scatter from the potential, and reabsorb the photon. When the long- and short-wavelength limits of the photon are held fixed, the size of this correction depends on the lepton's mass. A heavy lepton and a light one of equal bare charge might then be expected to show different charges at zero momentum transfer.

They do not, because a second correction must be counted. The same virtual photon changes the normalization of the incoming and outgoing lepton. At one loop the two effects cancel at zero momentum transfer, for every mass. The cancellation follows from an identity between the vertex correction and the self-energy, which is derived here with a finite regulator, so that no step manipulates a divergent integral.

### 1.2 Conventions and the two loop functions

Atomic units are used in the algebra: \(\hbar=e=m_e=1\), \(4\pi\varepsilon_0=1\), and \(c=1/\alpha\), where \(\alpha\) is the fine-structure constant. The lepton has mass \(m\) and charge of unit magnitude. Four-momenta have the dimension of momentum, \(p^\mu=(E/c,\mathbf p)\), and the metric is \((+,-,-,-)\). I write
\[
M=mc,\qquad \not p=\gamma^\mu p_\mu,\qquad \gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}.
\]
The free lepton propagator is \(i(\not k-M)^{-1}\), with \(M^2\to M^2-i0\) understood. Each vertex contributes \(-ig\gamma^\mu\) with \(g^2=4\pi/c=4\pi\alpha\). The sign of the charge is immaterial, since the internal photon brings two factors of \(g\).

In Feynman gauge the photon propagator is \(-ig_{\alpha\beta}D(l)\), with the regulated kernel
\[
D(l)=\frac{1}{l^2-\lambda^2}-\frac{1}{l^2-\Lambda^2},\qquad 0<\lambda<\Lambda .
\]
The small photon mass parameter \(\lambda\) controls long wavelengths. The subtraction at \(\Lambda\), known as Pauli-Villars regularization, controls short ones. Both parameters are momenta here; the energies quoted later are \(\lambda c\) and \(\Lambda c\).

The self-energy \(\Sigma\) is defined by letting \(-i\Sigma\) be the one-loop insertion in a lepton line. Repeated insertions form a geometric series,
\[
\frac{i}{\not p-M}+\frac{i}{\not p-M}(-i\Sigma)\frac{i}{\not p-M}+\dots=\frac{i}{\not p-M-\Sigma},
\]
so the inverse propagator, without its factor of \(i\), is \(\not p-M-\Sigma\). With \(k=p-l\), the insertion is
\[
-i\Sigma(p)=\int\!\frac{d^4l}{(2\pi)^4}\,(-ig\gamma^\alpha)\,\frac{i}{\not k-M}\,(-ig\gamma_\alpha)\,(-i)D(l).
\]
The factors multiply to \((-ig)^2\,i\,(-i)=-g^2\). Dividing by \(-i\), and using \(-g^2/(-i)=-ig^2\), gives
\[
\Sigma(p)=-ig^2\!\int\!\frac{d^4l}{(2\pi)^4}\,\gamma^\alpha\frac{1}{\not k-M}\gamma_\alpha D(l).\tag{1}
\]

For the vertex, the external photon brings in momentum \(q\), the lepton leaves with \(p'=p+q\), and \(k'=p'-l\). The bare matrix \(\gamma^\mu\) is replaced by \(\Gamma^\mu=\gamma^\mu+V^\mu\), where
\[
-igV^\mu=\int\!\frac{d^4l}{(2\pi)^4}(-ig\gamma^\alpha)\frac{i}{\not k'-M}(-ig\gamma^\mu)\frac{i}{\not k-M}(-ig\gamma_\alpha)(-i)D(l).
\]
One factor \(-ig\) cancels. The others give \((-ig)^2\,i\,i\,(-i)=(-g^2)(-1)(-i)=-ig^2\), so
\[
V^\mu(p',p)=-ig^2\!\int\!\frac{d^4l}{(2\pi)^4}\,\gamma^\alpha\frac{1}{\not k'-M}\gamma^\mu\frac{1}{\not k-M}\gamma_\alpha D(l).\tag{2}
\]
The prefactors of (1) and (2) are equal, which the identity will need.

Both integrals converge at large \(l\). Combining the two terms of the kernel,
\[
D(l)=\frac{\lambda^2-\Lambda^2}{(l^2-\lambda^2)(l^2-\Lambda^2)},
\]
which falls as \(l^{-4}\). After rotation to Euclidean momenta the measure supplies \(l^3dl\). The integrand of (1) then falls at least as fast as \(l^{3-1-4}=l^{-2}\), and that of (2) as \(l^{3-2-4}=l^{-3}\).

### 1.3 The Ward-Takahashi identity

Contract (2) with \(q_\mu\). This replaces \(\gamma^\mu\) by \(\not q\). Since \(k'-k=p'-p=q\),
\[
\not q=(\not k'-M)-(\not k-M).
\]
The two matrices on the right need not commute, so their order must be kept. Call them \(A=\not k'-M\) and \(B=\not k-M\). Then
\[
A^{-1}(A-B)B^{-1}=A^{-1}AB^{-1}-A^{-1}BB^{-1}=B^{-1}-A^{-1},
\]
and therefore
\[
\frac{1}{\not k'-M}\,\not q\,\frac{1}{\not k-M}=\frac{1}{\not k-M}-\frac{1}{\not k'-M}.\tag{3}
\]
Insert (3) in the contracted vertex:
\[
q_\mu V^\mu=-ig^2\!\int\!\frac{d^4l}{(2\pi)^4}\gamma^\alpha\left[\frac{1}{\not p-\not l-M}-\frac{1}{\not p'-\not l-M}\right]\gamma_\alpha D(l).
\]
Each term converges separately by the counting above, so the integral may be split. By (1), the first term is \(\Sigma(p)\) and the second is \(-\Sigma(p')\):
\[
\boxed{\,q_\mu V^\mu(p',p)=\Sigma(p)-\Sigma(p')\,}\tag{4}
\]
No loop variable was shifted, because the photon carries \(l\) in all three diagrams. Adding \(q_\mu\gamma^\mu=\not p'-\not p\) gives the equivalent form
\[
q_\mu\Gamma^\mu(p',p)=[\not p'-M-\Sigma(p')]-[\not p-M-\Sigma(p)].
\]

Two conditions entered.

First, the mass is the same on both sides of the external vertex. If the vertex changed the mass from \(M\) to \(M'\), the decomposition would read \(\not q=(\not k'-M')-(\not k-M)+(M'-M)\). Equation (3) would then acquire the extra term \((M'-M)(\not k'-M')^{-1}(\not k-M)^{-1}\), and (4) would fail. The value of the common mass is irrelevant, since it cancels in the difference.

Second, both diagrams use the same kernel. If the vertex used another kernel \(D_V\), the same algebra would give \(q_\mu V^\mu=\Sigma_V(p)-\Sigma_V(p')\), where \(\Sigma_V\) is (1) evaluated with \(D_V\). This need not be the self-energy used in the propagator.

### 1.4 Zero momentum transfer

Set \(q=\epsilon n\) with a fixed four-vector \(n\), and divide (4) by \(\epsilon\):
\[
n_\mu V^\mu(p+\epsilon n,p)=-\frac{\Sigma(p+\epsilon n)-\Sigma(p)}{\epsilon}.
\]
As \(\epsilon\to0\) the right side tends to \(-n_\mu\,\partial\Sigma/\partial p_\mu\), provided \(\Sigma\) is differentiable at \(p\) and \(V^\mu\) is continuous there. Because \(n\) is arbitrary, the coefficients of its components agree:
\[
V^\mu(p,p)=-\frac{\partial\Sigma(p)}{\partial p_\mu}.\tag{5}
\]
This is the Ward identity. Part 2 shows that the two smoothness conditions hold for \(p^2<(M+\lambda)^2\). With \(\lambda>0\), that region contains the mass shell \(p^2=M^2\).

The limit must be approached from off-shell momenta. If both momenta are placed on the mass shell first and (4) is taken between the spinors \(\bar u(p')\) and \(u(p)\), then \(\Sigma(p)\) and \(\Sigma(p')\) reduce to the same number. The right side vanishes, and the equation says nothing about the size of \(V^\mu\).

### 1.5 Projection on the mass shell

By Lorentz covariance and parity, the self-energy has the form
\[
\Sigma(p)=A(p^2)\not p+B(p^2)M .
\]
Since \(\not p^2=p^2\), this is a function of the single matrix \(\not p\). Replacing that matrix by a number \(W\) defines
\[
\hat\Sigma(W)=A(W^2)W+B(W^2)M .
\]
Its derivative at \(W=M\), with primes on \(A\) and \(B\) meaning derivatives with respect to \(p^2\), is
\[
\hat\Sigma'(M)=A+2M^2(A'+B').\tag{6}
\]

The same combination appears in the spinor matrix element of (5). Using \(\partial\not p/\partial p_\mu=\gamma^\mu\) and \(\partial p^2/\partial p_\mu=2p^\mu\),
\[
\frac{\partial\Sigma}{\partial p_\mu}=A\gamma^\mu+2p^\mu(A'\not p+B'M).
\]
Take this between \(\bar u(p)\) and \(u(p)\), where \(\not pu=Mu\) and \(\bar u\not p=M\bar u\). The second term becomes \(2p^\mu M(A'+B')\bar uu\). To relate \(p^\mu\bar uu\) to \(\bar u\gamma^\mu u\), sandwich the anticommutator \(\not p\gamma^\mu+\gamma^\mu\not p=2p^\mu\) between the same spinors:
\[
2M\,\bar u\gamma^\mu u=2p^\mu\,\bar uu
\quad\Longrightarrow\quad
p^\mu\,\bar uu=M\,\bar u\gamma^\mu u.\tag{7}
\]
Hence
\[
\bar u\frac{\partial\Sigma}{\partial p_\mu}u
=[A+2M^2(A'+B')]\,\bar u\gamma^\mu u
=\hat\Sigma'(M)\,\bar u\gamma^\mu u .
\]
Define the number \(L\) by \(\bar uV^\mu(p,p)u=L\,\bar u\gamma^\mu u\). Equation (5) then gives
\[
L=-\hat\Sigma'(M).\tag{8}
\]

### 1.6 Renormalization constants and the form factor

Let \(M\) in the loop be the physical mass. The bare mass parameter is then \(M_0=M-\hat\Sigma(M)\), which places the pole at \(M\):
\[
\not p-M_0-\Sigma(p)=\not p-M-[\Sigma(p)-\hat\Sigma(M)].
\]
The added constant cancels in the difference on the right of (4), so the identity is unaffected. Near the pole, with \(\not p\) replaced by \(W\), the inverse propagator is
\[
(W-M)\,[1-\hat\Sigma'(M)]+O\big((W-M)^2\big).
\]
The propagator therefore has residue \(Z_2\), and \(Z_1\) is defined by the vertex at zero transfer:
\[
Z_2^{-1}=1-\hat\Sigma'(M),\qquad Z_1^{-1}=1+L.\tag{9}
\]
Equation (8) makes the two right-hand sides equal, so \(Z_1=Z_2\).

A scattering amplitude carries a factor \(\sqrt{Z_2}\) for each external lepton leg. With one leg entering and one leaving, the physical vertex is \(Z_2\Gamma^\mu\). Between on-shell spinors it is written
\[
Z_2\,\bar u(p')\Gamma^\mu u(p)=\bar u(p')\left[F_1(q^2)\gamma^\mu+\frac{i\sigma^{\mu\nu}q_\nu}{2M}F_2(q^2)\right]u(p),
\]
with \(\sigma^{\mu\nu}=\tfrac{i}{2}[\gamma^\mu,\gamma^\nu]\). At \(q=0\) the second term vanishes, and
\[
\boxed{\,F_1(0)=Z_2(1+L)=\frac{Z_2}{Z_1}=1\,}\tag{10}
\]
for every \(m>0\). If everything is expanded to first order in \(\alpha\), the same statement reads \(F_1(0)=1+\hat\Sigma'(M)+L=1\). If the one-loop functions are kept unexpanded in (9), the quotient is still one, provided \(1-\hat\Sigma'(M)\neq0\). This does not make \(Z_2\) accurate beyond first order, since two-loop diagrams have been left out.

The identity constrains only the part of the vertex along \(q\). A term proportional to \(\sigma^{\mu\nu}q_\nu\) drops out of (4), because \(\sigma^{\mu\nu}q_\mu q_\nu=0\) by antisymmetry. The magnetic form factor \(F_2\) is therefore not determined by this argument, and neither is \(F_1\) at \(q^2\neq0\). Vacuum polarization is also outside (10): it acts on the external photon line before the photon reaches the lepton, and so does not depend on which lepton is struck.

## Part 2. Explicit integrals and numerical values

### 2.1 Symbols and results carried over

The lepton has \(M=mc\), and \(g^2=4\pi\alpha\). The photon kernel \(D(l)\) is the difference of the terms with masses \(\lambda\) and \(\Lambda\). The self-energy \(\Sigma(p)\) and the vertex correction \(V^\mu(p',p)\) are the loop integrals (1) and (2), with \(k=p-l\), \(k'=p'-l\) and \(q=p'-p\). They satisfy \(q_\mu V^\mu=\Sigma(p)-\Sigma(p')\). On the mass shell, \(L\) is the vertex correction at \(q=0\), and \(\hat\Sigma'(M)\) is the derivative of \(\Sigma\) with respect to \(\not p\). Part 1 gave \(L=-\hat\Sigma'(M)\), \(Z_2^{-1}=1-\hat\Sigma'(M)\), \(Z_1^{-1}=1+L\) and \(F_1(0)=Z_2/Z_1=1\).

The integrals are now reduced to forms that can be evaluated, and the cancellation is found again without using the identity. The index \(\mu\) on \(\Delta_\mu\) stands for a photon mass, either \(\lambda\) or \(\Lambda\), and is not a Lorentz index.

The identity between the vertex correction and the self-energy gives \(Z_1=Z_2\), and hence \(F_1(0)=1\) at one loop for every lepton mass. What remains is to evaluate the two loop integrals explicitly, recover the cancellation without the identity, and see how the separate pieces depend on mass.
